# The p-wave reflection null of a uniaxial crystal with surface-normal axis

## A null outside the expected range

A crystal has relative permittivity $\epsilon_o=2.75$ for electric fields in its surface plane and $\epsilon_e=2.20$ for fields along its surface normal. An isotropic medium of permittivity $\epsilon$ in air reflects no p-polarized light at the Brewster angle, given by $\tan^2\theta=\epsilon$. That angle is $58.91^\circ$ for $\epsilon=2.75$ and $56.01^\circ$ for $\epsilon=2.20$. One might expect the crystal's null to lie between the two. It lies at $60.83^\circ$, above both.

The null obeys

$$
\tan^2\theta=\frac{\epsilon_e(\epsilon_o-1)}{\epsilon_e-1}. \tag{1}
$$

These notes derive (1), find when a null exists, and explain why it falls outside the interval.

## Setting and conventions

The crystal fills $z>0$, with its optic axis along $z$. It is non-magnetic and transparent, so $\epsilon_o$ and $\epsilon_e$ are real, and both are taken positive. Air fills $z<0$ and has permittivity 1. The surface is flat and sharp.

The algebra uses atomic units with Gaussian fields and time factor $e^{-i\omega t}$. With $k_0=\omega/c$, Maxwell's curl equations are

$$
\nabla\times\mathbf E=ik_0\mathbf H,\qquad \nabla\times\mathbf H=-ik_0\mathbf D .
$$

The wave arrives in the $xz$ plane at angle $\theta$ from the normal. Write $s=\sin\theta$ and $C=\cos\theta$. The surface is uniform along $x$, so every field carries the same factor $e^{ik_0sx}$.

Nothing changes under the reflection $y\to-y$. Waves with components $E_x,E_z,H_y$ (p waves) therefore do not mix with waves having $E_y,H_x,H_z$ (s waves). The reflection amplitude $r$ is defined here as reflected $H_y$ divided by incident $H_y$ at the surface.

## The p wave in the crystal

Let the fields vary as $e^{i(k_0sx+k_zz)}$. The $x$ component of the second curl equation is $-\partial_zH_y=-ik_0\epsilon_oE_x$, which gives

$$
E_x=\frac{k_z}{k_0\epsilon_o}H_y .
$$

The $z$ component is $\partial_xH_y=-ik_0\epsilon_eE_z$, which gives

$$
E_z=-\frac{s}{\epsilon_e}H_y .
$$

The $y$ component of the first curl equation is $\partial_zE_x-\partial_xE_z=ik_0H_y$, or $k_zE_x-k_0sE_z=k_0H_y$. Inserting both fields and dividing by $H_y$,

$$
\frac{k_z^2}{k_0\epsilon_o}+\frac{k_0s^2}{\epsilon_e}=k_0
\quad\Longrightarrow\quad
k_z^2=\epsilon_ok_0^2\left(1-\frac{s^2}{\epsilon_e}\right).
$$

The energy flow along $z$ is proportional to $E_xH_y$, which has the sign of $k_z$. The transmitted wave carries energy away from the surface, so $k_z$ is the positive root. The ratio of tangential fields in the crystal is then

$$
w\equiv\frac{E_x}{H_y}=\frac{k_z}{k_0\epsilon_o}
=\sqrt{\frac{1-s^2/\epsilon_e}{\epsilon_o}} . \tag{2}
$$

If $s^2>\epsilon_e$, which requires $\epsilon_e<1$, then $k_z$ is imaginary and the root that decays into the crystal is taken.

## Matching at the surface

In air the same relations hold with both permittivities equal to 1. The incident wave has $k_z=k_0C$ and $E_x=CH_y$. The reflected wave has $k_z=-k_0C$ and $E_x=-CH_y$.

Take the incident $H_y$ as 1 and the transmitted $H_y$ as $t$. Continuity of $H_y$ and $E_x$ at $z=0$ requires

$$
1+r=t,\qquad C(1-r)=wt .
$$

Eliminating $t$ gives $C-Cr=w+wr$, and so

$$
r=\frac{C-w}{C+w}. \tag{3}
$$

The reflection vanishes when $w=C$: the crystal wave then has the same ratio $E_x/H_y$ as the incident wave, and no reflected wave is needed to join them.

## The null angle

For real $w$, both $C$ and $w$ are non-negative, so $C=w$ is equivalent to $C^2=w^2$. Using $C^2=1-s^2$ and (2),

$$
\epsilon_o(1-s^2)=1-\frac{s^2}{\epsilon_e}.
$$

Multiply by $\epsilon_e$ and collect the terms in $s^2$:

$$
s^2(\epsilon_o\epsilon_e-1)=\epsilon_e(\epsilon_o-1).
$$

Hence, for $\epsilon_o\epsilon_e\ne1$,

$$
s^2=\frac{\epsilon_e(\epsilon_o-1)}{\epsilon_o\epsilon_e-1},
\qquad
C^2=1-s^2=\frac{\epsilon_e-1}{\epsilon_o\epsilon_e-1}. \tag{4}
$$

Dividing the first expression by the second gives (1). For the example,

$$
\tan^2\theta=\frac{2.20\times1.75}{1.20}=3.208,
\qquad \theta=60.83^\circ=1.062\ \text{rad}.
$$

A direct numerical solution of Maxwell's equations, which locates the null without using (1), gives the same angle. Across six permittivity pairs, the largest difference from (1) was about $10^{-14}$ rad.

## When a null exists

An angle strictly between $0$ and $90^\circ$ needs $s^2>0$ and $C^2>0$. By (4), the quantities $\epsilon_o-1$, $\epsilon_e-1$ and $\epsilon_o\epsilon_e-1$ must share one sign. There are three cases.

- **Both permittivities above 1, or both below 1.** The signs agree, and there is one null, because the condition is linear in $s^2$. At the null $w=C>0$, so the transmitted wave propagates there.
- **One above 1 and the other below.** The signs of $\epsilon_o-1$ and $\epsilon_e-1$ differ, so (4) gives no real angle. If $\epsilon_o\epsilon_e=1$, the equation before (4) reads zero equals a nonzero number. Where $w$ is imaginary, (3) gives $|r|=1$, so no null hides there either.
- **One equal to 1.** If $\epsilon_o=1$ and $\epsilon_e\ne1$, then $s=0$: the null sits at normal incidence, where the field has no component along $z$ and the crystal responds like air.

The remaining limit, $\epsilon_e\to1$ from above with $\epsilon_o>1$ held fixed, sends the null towards grazing incidence. At $\epsilon_e=1$ itself, (2) becomes $w=C/\sqrt{\epsilon_o}$, and the factor $C$ cancels from (3):

$$
r=\frac{\sqrt{\epsilon_o}-1}{\sqrt{\epsilon_o}+1}.
$$

The p reflection is then the same at every angle below grazing, and the null has disappeared. If both permittivities equal 1, there is no interface and nothing is reflected.

## Why the null leaves the interval

Setting $\epsilon_o=\epsilon_e=\epsilon$ in (1) recovers $\tan^2\theta=\epsilon$. For unequal values, subtract $\epsilon_o$ from (1):

$$
\tan^2\theta-\epsilon_o
=\frac{\epsilon_e\epsilon_o-\epsilon_e-\epsilon_o\epsilon_e+\epsilon_o}{\epsilon_e-1}
=\frac{\epsilon_o-\epsilon_e}{\epsilon_e-1}. \tag{5}
$$

Let both permittivities exceed 1. If $\epsilon_o>\epsilon_e$, the difference is positive and $\tan^2\theta>\epsilon_o>\epsilon_e$. If $\epsilon_o<\epsilon_e$, it is negative and $\tan^2\theta<\epsilon_o<\epsilon_e$. Either way the null lies outside the interval between the two isotropic Brewster angles. In the example the difference is $0.55/1.20=0.458$, which takes $\tan^2\theta$ from 2.75 to 3.208.

The reason is that the two permittivities act in opposite directions. Equation (1) can be written as

$$
\tan^2\theta=(\epsilon_o-1)\left(1+\frac{1}{\epsilon_e-1}\right).
$$

With both permittivities above 1, raising $\epsilon_o$ at fixed $\epsilon_e$ raises the null angle, while raising $\epsilon_e$ at fixed $\epsilon_o$ lowers it. An average of the two permittivities would have to rise with both, so the null does not measure an average.

## The dipole picture

The reflected wave is radiated by the polarization $\mathbf P$ of the crystal, where $4\pi\mathbf P=\mathbf D-\mathbf E$. Consider first one thin sheet in vacuum at depth $z'$, with polarization $\mathbf p\,\delta(z-z')e^{ik_0sx}$. Its curl equations are

$$
\partial_zH_y=ik_0(E_x+4\pi p_x\delta),\qquad
E_z=-sH_y-4\pi p_z\delta,
$$

$$
\partial_zE_x=ik_0(H_y+sE_z).
$$

Integrating across the sheet gives the jumps

$$
\Delta H_y=4\pi ik_0p_x,\qquad \Delta E_x=-4\pi ik_0sp_z .
$$

Let the outgoing waves have $H_y=h_+$ on the far side and $h_-$ on the side towards the air. Their fields $E_x$ are $Ch_+$ and $-Ch_-$. The jumps then read

$$
h_+-h_-=4\pi ik_0p_x,\qquad C(h_++h_-)=-4\pi ik_0sp_z .
$$

Divide the second equation by $C$, subtract the first, and halve the result:

$$
h_-=-\frac{2\pi ik_0}{C}\,(Cp_x+sp_z).
$$

The reflected beam travels along $(s,0,-C)$. The combination $Cp_x+sp_z$ is the component of $\mathbf p$ perpendicular to that direction. A dipole pointing along the beam contributes nothing to it.

Now add all sheets. The polarization varies with depth as $e^{ik_zz'}$, and the radiation from depth $z'$ gains the phase $e^{ik_0Cz'}$ on its way to the surface. With a vanishingly small absorption to make the integral converge,

$$
\int_0^\infty e^{i(k_0C+k_z)z'}dz'=\frac{i}{k_0C+k_z}.
$$

Since $-i\times i=1$, the sum is

$$
r=\frac{2\pi k_0\,(CP_x+sP_z)}{C(k_0C+k_z)}, \tag{6}
$$

where $\mathbf P$ is taken just inside the surface for unit incident $H_y$. Evaluated with numerically computed tangential fields, and with $E_z$ and $k_z$ from the formulas above, over a range of angles, (6) agreed with the reflection amplitude obtained by matching fields at the surface to better than $10^{-15}$.

The null thus occurs when $\mathbf P$ lies along the reflected beam. The crystal fields give

$$
4\pi P_x=(\epsilon_o-1)wt,\qquad
4\pi P_z=-(\epsilon_e-1)\frac{s}{\epsilon_e}t .
$$

At the null $w=C$, and $CP_x+sP_z=0$ becomes $C^2(\epsilon_o-1)=s^2(\epsilon_e-1)/\epsilon_e$, which is (1) again.

In an isotropic medium this condition makes the reflected and transmitted beams perpendicular. In the crystal it does not. At the null, (2) gives $k_z=\epsilon_ok_0C$, so the transmitted wavevector lies along $(s,0,\epsilon_oC)$. Its scalar product with the reflected direction is $s^2-\epsilon_oC^2$, which is zero only if $\tan^2\theta=\epsilon_o$. By (5) that requires $\epsilon_o=\epsilon_e$.

The energy flows along $\mathbf E\times\mathbf H$, whose direction is $(-E_z,0,E_x)$ for positive $H_y$, or $(s/\epsilon_e,0,C)$ at the null. This is perpendicular to the reflected beam only if $\tan^2\theta=\epsilon_e$, which again requires equal permittivities. In the example the reflected beam makes $86.1^\circ$ with the transmitted wavevector and $80.0^\circ$ with the energy ray.

## Reading permittivities from the null

Treating the crystal as isotropic would assign it $\epsilon=3.21$, which is 17% above $\epsilon_o$ and 46% above $\epsilon_e$. The null angle alone fixes one combination of the two permittivities, so a second measurement is needed.

At normal incidence $w=1/\sqrt{\epsilon_o}$, and the reflectance $R_0=r^2$ depends on $\epsilon_o$ alone. For $\epsilon_o>1$, equation (3) gives $\sqrt{R_0}=(\sqrt{\epsilon_o}-1)/(\sqrt{\epsilon_o}+1)$, so

$$
\epsilon_o=\left(\frac{1+\sqrt{R_0}}{1-\sqrt{R_0}}\right)^2 .
$$

The computed $R_0=0.0613$ returns $\epsilon_o=2.75$. Next put $T=\tan^2\theta$ in (1). Then $T\epsilon_e-T=\epsilon_e(\epsilon_o-1)$, and

$$
\epsilon_e=\frac{T}{T-\epsilon_o+1}=\frac{3.208}{1.458}=2.20 .
$$

To find the effect of an angle error, differentiate at fixed $\epsilon_o$, using $dT/d\theta=2\tan\theta\,(1+T)$:

$$
\frac{d\epsilon_e}{d\theta}
=-\frac{\epsilon_o-1}{(T-\epsilon_o+1)^2}\,2\tan\theta\,(1+T)
\approx-12.4\ \text{per radian}.
$$

Reading the null $0.01^\circ$ too high therefore lowers the inferred $\epsilon_e$ by about 0.002. An error in $R_0$ matters more. At fixed $T$, $\partial\epsilon_e/\partial\epsilon_o=T/(T-\epsilon_o+1)^2\approx1.5$, and an $R_0$ read 1% too high raises the inferred $\epsilon_o$ by about 0.015 and $\epsilon_e$ by about 0.022.

## A real plate

The example's permittivities are rough values in the regime of calcite cut normal to its optic axis. With calcite's extraordinary index of about 1.486, or $\epsilon_e\approx2.21$, the null lies near $60.79^\circ$, about $0.04^\circ$ below the example's value. The photon energy is 2.10 eV, a vacuum wavelength of 590 nm. The wavelength enters (1) only through the permittivities. A real plate is not a half-space, because it has a back face. With air behind it, the null survives at any thickness: the wave in the plate has $E_x/H_y=C$ and joins the air wave behind it without reflection, just as it did in front. With glass of permittivity 2.25 behind it, the field ratio there is $\sqrt{1-s^2/2.25}/1.5=0.5421$, against $C=0.4875$. The back face then reflects

$$
\left(\frac{0.4875-0.5421}{0.4875+0.5421}\right)^2\approx2.8\times10^{-3}
$$

of the power, which leaves through the front face without further loss. That is about 25 times the half-space reflectance at $60^\circ$, $1.1\times10^{-4}$, so the half-space model fails near its null when the detector also collects light from the back face. In a plate 1 mm thick the front-face and back-face beams near the null are about 0.8 mm apart, measured perpendicular to their direction, so with a narrow enough incident beam the light from the back face can be blocked. At normal incidence the two beams overlap and cannot be separated this way, so the formula for $\epsilon_o$ from $R_0$ does not apply to a parallel plate as it stands. A thick plate in air, with intensities added, reflects $2R_0/(1+R_0)=0.116$, which the half-space formula would read as $\epsilon_o=4.12$. With the glass backing it reflects 0.0635, which returns $\epsilon_o=2.80$ and $\epsilon_e=2.28$. The back-face light must be removed, for instance by a wedged or roughened back face, or included in the model.

The other disturbances considered are smaller. Their assumed sizes are rough, and each acts alone on the half-space.

- **Surface layer.** A 1 nm isotropic layer of permittivity 2.00 leaves a minimum reflectance of $2.5\times10^{-6}$ and moves the minimum by $-0.0013^\circ$.
- **Axis tilt.** A $1^\circ$ tilt within the plane of incidence moves the null by $-0.0022^\circ$. A $2^\circ$ tilt moves it four times as far, so the shift is quadratic at this size. A $1^\circ$ tilt out of that plane turns $5\times10^{-7}$ of the incident power into reflected s light.
- **Surroundings.** An air index of 1.0003 instead of 1 moves the null by $-0.0054^\circ$. Warming by 30 K, with both refractive indices assumed to rise by $10^{-5}$ per kelvin, moves it by $+0.0028^\circ$. The sign depends on that assumption: if the ordinary index rises by $2.1\times10^{-6}$ per kelvin and the extraordinary index by $1.19\times10^{-5}$, the shift is $-0.0034^\circ$.
- **Absorption.** An imaginary part of $10^{-3}$ in both permittivities leaves a minimum reflectance of about $10^{-9}$.
- **Instrument.** A beam whose angle of incidence is spread evenly over $\pm0.1^\circ$ has a mean reflectance of $6\times10^{-7}$ at the null. A polarizer error of $0.1^\circ$ adds $7\times10^{-7}$, because the s reflectance there is 0.236.

For these inputs, the angular shifts are all below $0.01^\circ$. The largest, about $-0.0089^\circ$ from the $2^\circ$ tilt, would change the inferred $\epsilon_e$ by about 0.002 if $\epsilon_o$ were held fixed. The numerical output lists the reflectance at other angles.

## Values computed for the example and the checks

```
Photon energy: 2.10 eV
Vacuum wavelength: 590.4 nm
eps_o, in plane (rough input): 2.75 (no unit)
eps_e, along normal (rough input): 2.20 (no unit)
tan^2 of numerical null angle: 3.20833 (no unit)
sin^2 and cos^2 at null: 0.76238, 0.23762 (no unit)
Null angle, Maxwell solver: 60.8258 deg
Null angle, derived formula: 60.8258 deg
Null angle, converted: 1.06161 rad
Isotropic Brewster angle for eps_o: 58.9091 deg
Isotropic Brewster angle for eps_e: 56.0122 deg
R_p at 30 deg: 4.329e-02 (no unit)
R_p at 50 deg: 1.189e-02 (no unit)
R_p at 60 deg: 1.113e-04 (no unit)
R_p at 70 deg: 2.372e-02 (no unit)
R_p at 80 deg: 1.971e-01 (no unit)
R_s at null angle: 0.2363 (no unit)
Polarization to reflected-direction line: 0.0000 deg
Transmitted wavevector to reflected beam: 86.096 deg
Transmitted energy ray to reflected beam: 80.023 deg
Normal-incidence reflectance: 0.06133 (no unit)
Recovered eps_o, eps_e: 2.7500, 2.2000 (no unit)
Assumed null-angle reading error: 0.01 deg
Resulting error in eps_e: -0.00216 (no unit)
Glass backing permittivity (rough): 2.25 (no unit)
R_p at null with glass backing: 2.814e-03 (no unit)
Assumed optic-axis tilt: 1.0 deg
Null shift, tilt in incidence plane: -0.00223 deg
Shift ratio when tilt doubles: 3.998 (no unit)
p-to-s reflectance, tilt out of plane: 5.328e-07 (no unit)
Surface layer thickness (rough): 1.0 nm
Surface layer permittivity (rough): 2.00 (no unit)
Minimum R_p with surface layer: 2.456e-06 (no unit)
Minimum shift with layer: -0.00126 deg
Assumed imaginary permittivity: 1.0e-03 (no unit)
Minimum R_p with absorption: 9.393e-10 (no unit)
Minimum shift with absorption: -6.06e-07 deg
Air refractive index (rough): 1.0003 (no unit)
Null shift from air index: -0.00540 deg
Assumed warming: 30 K
Assumed index change per kelvin (rough): 1.0e-05 1/K
Null shift from warming: 0.00282 deg
Beam angular half-width: 0.1 deg
Mean R_p over beam at null: 5.675e-07 (no unit)
Polarizer azimuth error: 0.1 deg
s-wave leakage at null: 7.199e-07 (no unit)
Largest null-angle test error: 9.7e-15 rad
Largest r_p formula error: 7.8e-16 (no unit)
Largest dipole-sum error: 7.2e-16 (no unit)
```
